# Golden-Rule Meaning of the On-Shell G0W0 Imaginary Self-Energy

An electron is added to a uniform electron gas in a plane-wave state above the Fermi sea. It can lose energy by exciting the gas, so its state has a finite lifetime. This problem computes the decay in two ways, from the $G_0W_0$ self-energy and from time-dependent perturbation theory, and compares them.

**Setting.** Hartree atomic units are used, with $\hbar=m=e=1$. The gas is unpolarized, at zero temperature, in a volume $V$ that is finally taken to infinity. A uniform positive background cancels the $q=0$ part of the interaction. The Fermi momentum is $k_F$, and

$$\varepsilon_k=\frac{k^2}{2},\qquad \mu=\frac{k_F^2}{2},\qquad v(q)=\frac{4\pi}{q^2}.$$

The occupation $f_p$ is 1 for $p<k_F$ and 0 otherwise. The added electron has $k>k_F$ and excess energy $\xi=\varepsilon_k-\mu$. The symbol $\eta$ is a positive infinitesimal. The screened interaction $W$ is taken in the random-phase approximation (RPA).

## (a) Which excitations does $W$ contain?

Write the RPA density response as a sum over excitations of the medium. Then express $W-v$ through the loss function $L(q,\omega)=\mathrm{Im}[-1/\epsilon(q,\omega)]$, where $\epsilon$ is the retarded dielectric function.

**Solution.** In a finite volume, let $i$ label the orbital pairs that take an occupied $\mathbf p$ to an empty $\mathbf p+\mathbf q$, with energy $\Delta_i=\varepsilon_{\mathbf p+\mathbf q}-\varepsilon_p>0$. Inversion symmetry gives the same energies for transfer $-\mathbf q$. With a factor 2 for spin, the independent-electron response at complex frequency $z$ is

$$\chi_0=\frac2V\sum_i\left[\frac1{z-\Delta_i}-\frac1{z+\Delta_i}\right]=\frac4V\sum_i\frac{\Delta_i}{z^2-\Delta_i^2}.$$

The RPA response is $\chi=\chi_0/(1-v\chi_0)$. To find its poles, define the vector $d_i=\sqrt{\Delta_i}$, the diagonal matrix $D_{ii}=\Delta_i$, and

$$M=D^2+c\,dd^T,\qquad c=\frac{4v}{V}.$$

Let $x$ solve $(z^2-M)x=d$. Then $(z^2-D^2)x=d(1+c\,d^Tx)$. Multiplying by $d^T(z^2-D^2)^{-1}$ and writing $g=d^T(z^2-D^2)^{-1}d=V\chi_0/4$ gives

$$d^Tx=g(1+c\,d^Tx)\quad\Rightarrow\quad d^Tx=\frac{g}{1-cg}=\frac{V}{4}\,\frac{\chi_0}{1-v\chi_0}.$$

Hence $\chi=(4/V)\,d^T(z^2-M)^{-1}d$. Since $v>0$, $M$ is symmetric and positive. It has orthonormal eigenvectors $Z_s$ and eigenvalues $\Omega_s^2>0$, so

$$\chi=\frac1V\sum_s|\rho_s|^2\frac{2\Omega_s}{z^2-\Omega_s^2},\qquad |\rho_s|^2=\frac{2(d^TZ_s)^2}{\Omega_s}.$$

This has the form of an exact density response. There $|\rho_s|^2$ would be $|\langle s|\rho_{\mathbf q}^\dagger|0\rangle|^2$, with $\rho_{\mathbf q}^\dagger=\sum_je^{i\mathbf q\cdot\mathbf r_j}$. In the RPA, this matrix element and the states $s$ are defined by the eigenvalue problem above.

The retarded function has $z=\omega+i\eta$. Because $1/\epsilon=1+v\chi$, for $\omega>0$

$$L(q,\omega)=-v\,\mathrm{Im}\,\chi=\frac{\pi v}{V}\sum_s|\rho_s|^2\delta(\omega-\Omega_s)\ge0. \tag{1}$$

The self-energy needs the time-ordered function, for which $z$ lies above the real axis when $\omega>0$ and below it when $\omega<0$. With $W=v+v^2\chi$ and $W_c=W-v$,

$$W_c(q,\omega)=\int_0^\infty d\Omega\,B(q,\Omega)\left[\frac1{\omega-\Omega+i\eta}-\frac1{\omega+\Omega-i\eta}\right],\qquad B=\frac{vL}{\pi}. \tag{2}$$

The weight follows from $v^2|\rho_s|^2/V$ and equation (1).

## (b) Do the frequency integral

Evaluate

$$\Sigma(k,E)=\frac{i}{2\pi}\int\!\frac{d^3q}{(2\pi)^3}\int_{-\infty}^{\infty}\!d\omega'\,e^{i\omega'\eta}G_0(\mathbf p,E+\omega')W(q,\omega'),\qquad \mathbf p=\mathbf k-\mathbf q,$$

$$G_0(\mathbf p,E)=\frac{1-f_p}{E-\varepsilon_p+i\eta}+\frac{f_p}{E-\varepsilon_p-i\eta}.$$

**Solution.** For the bare part $v$, the exponential requires closing the contour in the upper half-plane. Only the occupied term has a pole there. The factor $(i/2\pi)(2\pi i)=-1$ gives $-\int d^3q\,v f_p/(2\pi)^3$, which is the real exchange energy.

For $W_c$, each product of a term in $G_0$ and a term in (2) falls as $1/\omega'^2$, so either half-plane may be used.

For an empty state, the pole of $G_0$ is below the axis. Closing above leaves the pole at $\omega'=-\Omega+i\eta$, whose term in (2) has a minus sign. The contour factor is also $-1$, and the result is $B/(E-\varepsilon_p-\Omega+i\eta)$.

For an occupied state, the pole of $G_0$ is above the axis. Closing below leaves the pole at $\omega'=\Omega-i\eta$. The clockwise direction gives $(i/2\pi)(-2\pi i)=+1$. Thus

$$\Sigma_c(k,E)=\int\!\frac{d^3q}{(2\pi)^3}\int_0^\infty\!d\Omega\,B(q,\Omega)\left[\frac{1-f_p}{E-\varepsilon_p-\Omega+i\eta}+\frac{f_p}{E-\varepsilon_p+\Omega-i\eta}\right]. \tag{3}$$

A ten-site ring provides a numerical test of (a) and (b) together. Direct quadrature of $G_0W_c$ and a sum over diagonalized RPA excitations both give an imaginary part of $-0.031907$ in units of the hopping energy. A finite broadening is used in both calculations.

## (c) Put the electron on shell

Find $\mathrm{Im}\,\Sigma(k,\varepsilon_k)$ and identify the transfers that contribute.

**Solution.** Use $\mathrm{Im}[1/(x\pm i\eta)]=\mp\pi\delta(x)$ in (3), with $E=\varepsilon_k$. The occupied term needs $\Omega=\varepsilon_p-\varepsilon_k$. This is negative, because $\varepsilon_p<\mu<\varepsilon_k$, whereas $\Omega$ is positive. That term therefore vanishes. The empty term fixes $\Omega=\varepsilon_k-\varepsilon_p$, which must be positive. Since $\pi B=vL$,

$$\boxed{-\mathrm{Im}\,\Sigma(k,\varepsilon_k)=\int_{\mu<\varepsilon_{\mathbf k-\mathbf q}<\varepsilon_k}\frac{d^3q}{(2\pi)^3}\,v(q)\,L(q,\varepsilon_k-\varepsilon_{\mathbf k-\mathbf q})} \tag{4}$$

The electron must end in an empty state and must give energy to the medium. For a hole, $k<k_F$, the roles of the two terms in (3) are exchanged. The occupied term survives and $\mathrm{Im}\,\Sigma$ is positive in this time-ordered convention.

## (d) Calculate the decay rate by the golden rule

Treat the added electron as a particle coupled to the density of the medium. Calculate its total transition rate $\Gamma$ and compare it with (4).

**Solution.** With the electron at $\mathbf r$, the coupling is

$$\sum_j\frac1{|\mathbf r-\mathbf r_j|}\;\longrightarrow\;\frac1V\sum_{\mathbf q\ne0}v(q)\,e^{-i\mathbf q\cdot\mathbf r}\rho_{\mathbf q}^\dagger .$$

The factor $e^{-i\mathbf q\cdot\mathbf r}$ changes the electron momentum from $\mathbf k$ to $\mathbf k-\mathbf q$, and $\rho_{\mathbf q}^\dagger$ gives $\mathbf q$ to the medium. The matrix element from $|\mathbf k,0\rangle$ to $|\mathbf k-\mathbf q,s\rangle$ is $(v/V)\langle s|\rho_{\mathbf q}^\dagger|0\rangle$. Fermi's golden rule, with occupied final electron states excluded, gives

$$\Gamma=2\pi\sum_{\mathbf q}(1-f_{\mathbf k-\mathbf q})\frac{v^2}{V^2}\sum_s|\rho_s|^2\,\delta(\varepsilon_k-\varepsilon_{\mathbf k-\mathbf q}-\Omega_s).$$

Take one factor $1/V$ with the sum over $\mathbf q$, so that $V^{-1}\sum_{\mathbf q}\to\int d^3q/(2\pi)^3$. By (1), the remaining factor $(v^2/V)\sum_s|\rho_s|^2\delta$ is $vL/\pi$. Therefore

$$\boxed{\Gamma=2\int_{\mu<\varepsilon_{\mathbf k-\mathbf q}<\varepsilon_k}\frac{d^3q}{(2\pi)^3}\,vL=-2\,\mathrm{Im}\,\Sigma(k,\varepsilon_k)} \tag{5}$$

In ordinary units $\Gamma=-2\,\mathrm{Im}\,\Sigma/\hbar$. The imaginary self-energy thus has the golden-rule content, but it is not itself the rate. To leading order the amplitude evolves as $e^{-i(\varepsilon_k+\Sigma)t}$. Its squared modulus is $e^{2\,\mathrm{Im}\Sigma\,t}=e^{-\Gamma t}$, which is the origin of the factor 2. As a test, a level was coupled to a dense band chosen to have $\mathrm{Im}\,\Sigma=-\Gamma/2$. Its survival probability at $t=1/\Gamma$ was 0.370, against $e^{-1}=0.368$.

The equality has three conditions.

- The same medium excitations must be used on both sides. Here they are RPA excitations.
- The added electron is treated as distinct from the electrons of the medium, apart from the blocking of its final state. Exchange between it and an excited electron is absent.
- The self-energy is evaluated at $\varepsilon_k$. Solving $E=\varepsilon_k+\Sigma(E)$ with a linear expansion gives $E-\varepsilon_k=Z\Sigma(\varepsilon_k)$, where $Z=[1-\partial\Sigma/\partial E]^{-1}$. The change from $Z=1$ is beyond the leading order used in (5). The expansion is formal, since it needs $\Sigma$ to be small on the scale over which $\Sigma$ varies with $E$. At the density used in (h), $\mathrm{Re}\,\Sigma$ is about $-0.2$ Ha and $Z$ is complex, so $Z\Sigma$ cannot be used as it stands. The constant $\Sigma(k_F,\mu)$, which only moves the Fermi level, must first be subtracted from $\Sigma$. The real part of $Z$ is about 0.6 at that density for $k$ up to $1.5k_F$, so the omitted correction is not numerically small.

## (e) Reduce the rate to momentum and energy transfers

Replace the angular integral in (5) by an integral over $\omega=\varepsilon_k-\varepsilon_{\mathbf k-\mathbf q}$ and find its limits.

**Solution.** Let $c$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. Then

$$\omega=\frac{k^2-|\mathbf k-\mathbf q|^2}{2}=kqc-\frac{q^2}{2},\qquad dc=\frac{d\omega}{kq}.$$

With $d^3q=2\pi q^2\,dq\,dc$, equation (5) becomes

$$\Gamma=\frac{2\cdot2\pi}{8\pi^3}\int q^2dq\,\frac{4\pi}{q^2}\int\frac{d\omega}{kq}L
=\frac{2}{\pi k}\int_0^{2k}\frac{dq}{q}\int_0^{\omega_m(q)}d\omega\,L(q,\omega), \tag{6}$$

$$\omega_m(q)=\min\left(\xi,\;kq-\frac{q^2}{2}\right).$$

The limit $\xi$ comes from the filled Fermi sea, and the other limit comes from $c\le1$. The condition $c\ge-1$ adds nothing, since it allows all $\omega\ge-kq-q^2/2$. A positive upper limit requires $q<2k$.

## (f) Separate electron-hole pairs from plasmons

Obtain the RPA dielectric function, show what each kind of excitation contributes, and find the condition for emitting a plasmon.

**Solution.** In the infinite gas,

$$\chi_0(q,z)=2\int\frac{d^3p}{(2\pi)^3}f_p\left[\frac1{z-\Delta}-\frac1{z+\Delta}\right],\qquad \Delta=\mathbf p\cdot\mathbf q+\frac{q^2}{2}.$$

Final states inside the Fermi sea need not be removed here. The transition $\mathbf p\to\mathbf p+\mathbf q$ between two occupied states is cancelled by $-\mathbf p-\mathbf q\to-\mathbf p$, which has the opposite $\Delta$.

Write the component of $\mathbf p$ along $\mathbf q$ as $k_Fx$. The perpendicular area is $\pi k_F^2(1-x^2)$. Changing $x$ to $-x$ in the second term gives

$$\chi_0=\frac{k_F^2}{4\pi^2q}[h(a_-)-h(a_+)],\qquad a_\pm=\frac{z\pm q^2/2}{k_Fq},$$

$$h(a)=\int_{-1}^{1}\frac{1-x^2}{a-x}dx=\int_{-1}^{1}\left[\frac{1-a^2}{a-x}+a+x\right]dx=2a+(1-a^2)\ln\frac{a+1}{a-1}.$$

Since $\epsilon=1-v\chi_0$,

$$\epsilon(q,z)=1-\frac{k_F^2}{\pi q^3}[h(a_-)-h(a_+)]. \tag{7}$$

For $z=\omega+i\eta$ and $|a|<1$, the logarithm has imaginary part $-\pi$.

*Pairs.* From $-1/\epsilon=-\epsilon^*/|\epsilon|^2$ and $\mathrm{Im}\,\epsilon=-v\,\mathrm{Im}\,\chi_0$,

$$vL=\left|\frac v\epsilon\right|^2(-\mathrm{Im}\,\chi_0),$$

$$-\mathrm{Im}\,\chi_0=2\pi\int\frac{d^3p}{(2\pi)^3}f_p(1-f_{\mathbf p+\mathbf q})\,\delta(\omega-\Delta)\qquad(\omega>0).$$

Inserted in (5), this is the golden rule for two electrons colliding through the screened interaction $v/\epsilon$. Because $|\mathbf p|<k_F$, pairs satisfy

$$\max\left(0,\frac{q^2}{2}-k_Fq\right)<\omega<k_Fq+\frac{q^2}{2}.$$

*Plasmons.* Above this continuum $\epsilon$ is real, and it may vanish at $\omega_q$. Near a zero with positive slope, $\epsilon\simeq(\partial\epsilon/\partial\omega)(\omega-\omega_q+i\eta)$, so

$$L=\frac{\pi\,\delta(\omega-\omega_q)}{(\partial\epsilon/\partial\omega)_{\omega_q}}.$$

Emission requires $\omega_q\le kq-q^2/2$, or $k\ge\omega_q/q+q/2$. Since $\omega_q>k_Fq+q^2/2$, this condition implies $k-q>k_F$. The final momentum is at least $k-q$, so its state is empty without a further condition. The threshold is

$$k_{\rm pl}=\min_q\left(\frac{\omega_q}{q}+\frac q2\right), \tag{8}$$

where $q$ runs over the range in which the undamped plasmon exists.

## (g) Take the electron close to the Fermi surface

Find the leading dependence of $\Gamma$ on $\xi$.

**Solution.** Now $\omega<\xi$ is small, and only pairs contribute. At fixed $q<2k_F$, both $a_\pm$ lie between $-1$ and 1 when $\omega$ is small enough. The imaginary part of (7) is then

$$\mathrm{Im}\,\epsilon=\frac{k_F^2}{\pi q^3}\,\pi(a_+^2-a_-^2)=\frac{k_F^2}{q^3}\,\frac{2\omega}{k_F^2}=\frac{2\omega}{q^3}.$$

To leading order $L=2\omega/[q^3\epsilon(q,0)^2]$. The regions near $q=0$ and $q=2k_F$ where this form fails shrink as $\xi\to0$. In (6), $\int_0^\xi\omega\,d\omega=\xi^2/2$, and $k\to k_F$. Hence

$$\Gamma\to C\xi^2,\qquad C=\frac{2}{\pi k_F}\int_0^{2k_F}\frac{dq}{q^4\,\epsilon(q,0)^2}. \tag{9}$$

The integral converges at small $q$. There $\mathrm{Re}\,h(a)\simeq4a$, and the imaginary parts cancel in $h(a_-)-h(a_+)$ because $a_-=-a_+$ at $\omega=0$, so $\epsilon(q,0)\simeq4k_F/(\pi q^2)$ and $q^4\epsilon^2$ tends to a constant. One power of $\xi$ comes from the range of energy losses and the other from the number of pairs available at each loss.

## (h) Evaluate the lifetime

Take the round density parameter $r_s=4$ bohr, with $k_F=(9\pi/4)^{1/3}/r_s$. Find the lifetimes at $k=1.5k_F$ and $k=2.2k_F$, and state which excitations cause the decay.

**Solution.** The gas has $k_F=0.4798$ bohr$^{-1}$ and $\mu=0.1151$ Ha. The undamped plasmon exists up to $q=0.4536$ bohr$^{-1}$, where it meets the pair continuum. Equation (8) gives $k_{\rm pl}=1.915k_F$, or 0.307 Ha above the Fermi level. The first electron is therefore below the threshold and the second is above it.

For the first electron, $\xi=(1.5^2-1)\mu=0.1439$ Ha. One allowed transfer is $q=k_F$, $\omega=\xi/2=0.0719$ Ha. Equation (7) gives $\epsilon=3.081+1.303i$ there, so

$$L=\frac{1.303}{3.081^2+1.303^2}=0.116.$$

Integrating over all allowed transfers gives $\mathrm{Im}\,\Sigma=-0.01049$ Ha, or $-0.285$ eV. Then

$$\Gamma=2(0.01049)=0.0210\ \text{Ha},\qquad \tau=\frac1\Gamma=1.15\ \text{fs},$$

where the last value includes the conversion from atomic time. The mean free path is $k/\Gamma=0.7197/0.02097=34.3$ bohr. A Monte Carlo sum over explicit screened collisions gives a rate of $0.02093\pm0.00005$ atomic units, in agreement with the loss-function integral.

For the second electron, $\xi=(2.2^2-1)\mu=0.442$ Ha. Plasmons can be emitted from $q=0.260$ bohr$^{-1}$ up to the end of their undamped range. The two contributions are

$$\Gamma=\underbrace{0.101}_{\rm pairs}+\underbrace{0.081}_{\rm plasmons}=0.182\ \text{Ha}.$$

Undamped plasmons supply 44% of the rate. The pair term includes the damped continuation of the plasmon inside the continuum. The imaginary self-energy is $-0.0908$ Ha, or $-2.47$ eV. The lifetime is 0.133 fs, and the mean free path is $1.0555/0.1816=5.81$ bohr.

The total was tested by integrating $-1/\epsilon$ along a path in the upper half of the complex frequency plane, so the frequency integral needs neither the energy nor the weight of the plasmon pole. The plasmon energy enters only in placing break points of the $q$ integral. The one that matters is the lower end of the emission range, where the integrand over $q$ jumps. At the upper end, the plasmon passes into the pair continuum and the sum of the two contributions stays smooth. This test gives the same rate to the digits shown. The same method tests the threshold. At $0.98k_{\rm pl}$ the total equals the pair rate, while at $1.02k_{\rm pl}$ it is about 1.5 times the pair rate.

The low-energy coefficient is $C=2.11$ Ha$^{-1}$. At $k=1.001k_F$, the full rate is 0.998 times $C\xi^2$. At $1.5k_F$, however, $C\xi^2=2.11(0.1439)^2=0.0437$ Ha, about twice the full result. The quadratic law is a limiting law and should not be used at that energy.

The ratio $\Gamma/\xi$ is 0.15 for the first electron and 0.41 for the second. The second state is therefore broad on the scale of its excess energy, and a single exponential with the leading-order rate is a less secure description. Both lifetimes are RPA results for a uniform gas. They omit the exchange and $Z$ corrections named in (d), as well as the band structure and lattice vibrations of a real metal. The numerical check carries out the numerical checks.

## Calculated quantities

```
Density parameter rs: 4 bohr
Fermi momentum: 0.47979 1/bohr
Fermi energy: 0.115099 Ha
Long-wave plasmon energy: 0.216506 Ha
Plasmon merges with pairs at q: 0.453584 1/bohr
Plasmon emission threshold k/kF: 1.91512
Threshold energy above Fermi level: 0.307046 Ha
Sample momentum transfer: 0.47979 1/bohr
Sample energy transfer: 0.0719369 Ha
Sample Re eps: 3.0813
Sample Im eps: 1.30265
Sample loss function: 0.116399
Low electron k/kF: 1.5
Low electron momentum: 0.719684 1/bohr
Low electron energy above Fermi level: 0.143874 Ha
Low electron Im Sigma: -0.0104853 Ha
Low electron Im Sigma converted: -0.285319 eV
Low electron hbar times rate: 0.0209706 Ha
Low electron lifetime: 1.15347 fs
Low electron mean free path: 34.3187 bohr
High electron k/kF: 2.2
High electron momentum: 1.05554 1/bohr
High electron energy above Fermi level: 0.44198 Ha
High electron Im Sigma: -0.0907832 Ha
High electron Im Sigma converted: -2.47034 eV
High electron hbar times rate: 0.181566 Ha
High electron lifetime: 0.133223 fs
High electron mean free path: 5.81351 bohr
High electron pair rate: 0.100819 atomic units
High electron plasmon rate: 0.0807476 atomic units
High electron plasmon share: 44.4728 percent
High electron smallest plasmon q: 0.260471 1/bohr
Low-energy coefficient C: 2.11084 1/Ha
Near-Fermi test k/kF: 1.001
Near-Fermi rate / quadratic law: 0.998177
Ring Im Sigma by quadrature: -0.031906688 hopping units
Ring Im Sigma by states: -0.031906688 hopping units
Sum-rule ratio: 1
Low electron collision rate: 0.0209312 atomic units
Collision standard error: 5.22e-05 atomic units
High electron contour rate: 0.181566 atomic units
Contour/pair ratio at 0.98 threshold k: 1
Contour/pair ratio at 1.02 threshold k: 1.4831
Survival after one predicted lifetime: 0.369798
Exponential survival: 0.367879
```
